Triplet constraints, charge transfer and the entrance barrier for O₂ on Al(111)

**What goes wrong**

An adiabatic semilocal calculation of O₂ approaching Al(111) gives a downhill entrance, and so predicts that nearly every thermal molecule sticks. Measured thermal sticking is low, roughly a per cent. If the molecule is held in its triplet state, an entrance barrier appears. It is tempting to conclude that slow spin conversion causes the low sticking. That does not follow, because the triplet constraint also blocks electron transfer. A semilocal functional makes this transfer begin too early, and correcting that error can produce a barrier with no spin constraint at all.

The argument below uses a model with clamped nuclei and no spin-orbit coupling. It leaves out bond stretching, dispersion, surface site and steering. It can show that the inference from constraint to cause is unsafe; it cannot predict the sticking coefficient of the real surface.

**A spin constraint that is also a charge constraint**

The two π* orbitals of triplet O₂ hold two spin-up electrons. Let n↑ and n↓ be the populations of this shell. The Pauli principle gives n↑ ≤ 2, and populations cannot be negative, so n↓ ≥ 0. Hence

n↑ − n↓ ≤ 2,

with equality only for n↑ = 2 and n↓ = 0. Within this shell, spin moment 2 means a neutral molecule. The argument holds for average populations too. In a larger orbital space, moment 2 could coexist with extra charge in higher shells; a constraint that fixes both spin populations separately imposes neutrality directly.

Write the Hamiltonian as H = H₀ + H_hop, where H_hop moves one electron between metal and molecule. Let P project onto moment 2. Each hop changes the molecular charge by one, so it leaves the projected space, and

P H P = P H₀ P.

All attraction from electron transfer is gone. A projector onto neutral molecules of any spin removes the same hops. If the triplet is the neutral ground state, both constraints give the same lowest energy. Diagonalizing a test model with two π* orbitals, two metal orbitals and four electrons gives −9.80 eV for either constraint and −10.08 eV without one. The constrained energy cannot reveal which restriction raised it. This equality holds for a projector onto exactly two π* electrons. Fixing only the average charge is weaker: hops in and hops out survive and cancel in the average, and the test model then gives −10.08 eV, almost the unconstrained value.

Nor does conservation of total spin freeze the spin of the molecule. A spin-down electron can hop in and a spin-up electron can hop out. The molecule is neutral again, but its moment has changed from 2 to 0, and the metal carries the difference. In the test model H commutes with the total squared spin but not with that of the molecule. How fast this two-step exchange runs is a separate question.

**The energy gained by electron transfer**

Let the spin-up π* pair stay full, and let one spin-down π* orbital couple to the metal. Atomic units are used in the algebra, and the Fermi energy is zero. With work function W, vertical affinity A and distance z from the image plane, transferring one electron costs

Δ(z) = W − A − 1/(4z).

The last term is the attraction between the anion and its image.

Represent the metal by levels ε_k with small spacing s, each coupled to the orbital by V. An eigenvalue λ obeys

λ − Δ = Σ_k V²/(λ − ε_k).

For a long, evenly spaced ladder the sum is (πV²/s) cot[π(λ − ε_k)/s], where ε_k is now any one level of the ladder. Define Γ = πV²/s, the half-width of the orbital level, and write λ = ε_k − sφ/π. Since cot(−φ) = −cot φ,

λ − Δ = −Γ cot φ, so φ = arccot[(Δ − λ)/Γ], 0 < φ < π.

Each metal level moves down by sφ/π. Summing over the occupied levels, from −D to 0, and letting s → 0 gives

E_h = −(1/π) ∫ from −D to 0 of arccot[(Δ − ω)/Γ] dω.

Substitute x = Δ − ω. The limits become Δ + D and Δ, and dω = −dx, so

E_h(Δ) = −(1/π) ∫ from Δ to Δ+D of arccot(x/Γ) dx = −[F(Δ + D) − F(Δ)]/π,

F(x) = x arccot(x/Γ) + (Γ/2) ln(x² + Γ²).

Differentiating F gives arccot(x/Γ) − xΓ/(x² + Γ²) + Γx/(x² + Γ²), and the last two terms cancel. The ladder formula neglects the finite band edges. Diagonalization of a finite band at three distances agreed with it within Γ²/D plus half the level spacing.

When Δ ≫ Γ, arccot(x/Γ) ≈ Γ/x throughout the integral, and

E_h ≈ −(Γ/π) ln(1 + D/Δ).

Take the Pauli repulsion as RΓ/π, so that it decays with distance as Γ does. To leading order the interaction is

E ≈ (Γ/π)[R − ln(1 + D/Δ)].

The approach starts uphill if R exceeds the logarithm at large distance. Closer in, the image attraction lowers Δ, the logarithm grows, and the energy can turn down. That is an entrance barrier, obtained with no restriction on spin.

**Why the semilocal surface loses the barrier**

With an exact functional, the energy of an isolated molecule varies linearly with a fractional added charge n between 0 and 1. A semilocal functional makes it sag below that line. A quadratic model that is correct at both ends is

E_mol(n) = −An + (U/2)(n² − n), U > 0.

Its initial slope is the energy of the empty orbital, ε = −A − U/2, so U = 2(−ε − A).

Near the metal, a mean-field treatment gives the average charge n an image energy −n²/(4z), whereas the straight-line treatment gives −n/(4z). The difference is (n − n²)/(4z), which changes U into

U(z) = U − 1/(2z).

Let T[n] be the lowest band-plus-hopping energy at orbital population n. The transfer energy is

E[n] = T[n] + Δn + (U(z)/2)(n² − n).

Setting its derivative to zero gives dT/dn = −L, with

L = Δ + U(z)(n − 1/2).

This is the one-electron problem with level L, for which E_h(L) = T[n] + Ln. Eliminating T,

E = E_h(L) − Ln + Δn + (U(z)/2)(n² − n) = E_h(L) − U(z)n²/2.

The population follows from n = dE_h/dL = {arccot(L/Γ) − arccot[(L + D)/Γ]}/π. Direct minimization over n at 1.5 Å confirmed the energy.

At n = 0 the image terms cancel in L:

L₀ = W − A − 1/(4z) − U/2 + 1/(4z) = W + ε.

The level starts lower than the true cost W − A by U/2 at large distance. If W + ε < 0, charge flows even at infinite separation. There the energy is (W + ε)n + Un²/2, with its minimum at

n∞ = −(W + ε)/U, E∞ = −Un∞²/2,

provided n∞ < 1.

This case also decides the sign of the approach. For small Γ, hold n at n∞. The true energy is a minimum over n, so letting n respond can only lower it further; an attraction found with n held fixed is therefore safe. Then L ≈ Γ cot(πn∞), and

F(L) ≈ πn∞L + Γ ln[Γ/sin(πn∞)], F(L + D) ≈ Γ + Γ ln D.

In T = E_h − Ln the terms in L cancel, leaving

T ≈ −(Γ/π){1 + ln[D sin(πn∞)/Γ]}.

Adding the repulsion and the image energy gives, relative to infinite separation,

E ≈ −n∞²/(4z) + (Γ/π){R − 1 − ln[D sin(πn∞)/Γ]}.

As Γ → 0 the logarithm exceeds any fixed R. In this model, spurious charge at infinity therefore makes the outer approach attractive.

**How large the effect is**

PBE calculations in the aug-cc-pVDZ basis, at a bond length of 1.21 Å, give ε = −4.558 eV and A = −0.183 eV. Added charge was shared equally between the two π* orbitals, so A is the affinity for that occupation and not a converged affinity of O₂. Then

U = 2(4.558 + 0.183) ≈ 9.48 eV.

At half charge the quadratic predicts −A/2 − U/8 = −1.09 eV; the direct PBE result is −1.04 eV. The model is about 5% too deep there, relative to PBE.

With W = 4.2 eV, roughly that of aluminium, W + ε = −0.358 eV and n∞ = 0.358/9.483 = 0.038 electrons. The straight-line cost is W − A = 4.383 eV. The other inputs are round model values: D = 10 eV, R = 2.5, and Γ = 0.3 eV at 1.5 Å, decaying at 1.5 per Å.

On the straight line the outer logarithm is ln(1 + 10/4.383) = 1.19, below R, so the approach starts uphill. It reaches a barrier of 0.070 eV (6.8 kJ/mol) at 1.37 Å, then falls to −0.108 eV at 0.90 Å. This descent relies on the unsaturated image term, which is 4.0 eV at 0.90 Å. If the term is multiplied by 1 − exp(−λz), the curve ends at +0.016 eV for λ = 2.36 per Å, and for λ = 1.2 per Å it does not turn down on this range. At the barrier Γ = 0.365 eV, so the repulsion is 2.5 × 0.365/π = 0.290 eV and electron transfer contributes −0.220 eV.

At the same place the PBE-like curve has n = 0.197 instead of 0.055. The neutral and anion levels cross at 0.821 Å, which fixes 1/(4z) at 1.37 Å as 4.383 × 0.821/1.37 = 2.63 eV. Hence U(z) = 9.48 − 5.25 = 4.23 eV and

L = −0.358 + 4.23 × 0.197 = 0.48 eV.

The formula gives E_h(L) = −0.349 eV, and −U(z)n²/2 = −0.082 eV. Adding the repulsion, and subtracting E∞ = −0.007 eV, leaves −0.13 eV. On the whole grid from 0.9 to 8 Å this curve stays below its separated limit. Both curves share A, W, repulsion and coupling; removing the charge curvature alone restores the barrier.

The constrained curve is the bare repulsion, 0.239 eV at 1.5 Å and 0.587 eV at 0.9 Å. It has no descent here. A descent behind a constrained-triplet barrier would have to come from something the model omits; bond stretching is one candidate.

The result depends on R. If R were below 1.19, even the straight-line curve would start downhill, and at R = 1.5 its barrier is still under 1 meV. R is also measured against a single coupled orbital. If both empty π* orbitals couple with the same Γ, the attraction doubles, and with R = 2.5 the straight-line curve has no barrier between 0.9 and 7 Å. If R were 4, the added repulsion would lift the PBE-like curve above its separated limit too, to about 0.06 eV at 1.2 Å. The example shows that a barrier without a spin constraint is possible; it does not establish its height on Al(111).

For PBE0 the orbital lies at −3.01 eV, so W + ε = 1.19 eV and the outer logarithm is 2.24. The approach starts uphill for R = 2.5. This is not a clean test of curvature, since A also changes, to −0.94 eV. Nearly all of that change comes from the equal sharing of charge between the orbitals: with the added electron in a single π* orbital, A is about −0.1 eV in both PBE and PBE0.

**What the sticking coefficient can tell**

For a uniform one-dimensional barrier E_b, molecules arrive with a flux proportional to v exp(−mv²/2kT). The fraction with mv²/2 > E_b is exp(−E_b/kT). At 300 K this is exp(−0.0703/0.02585) = 0.066. Another 0.06 eV of barrier would lower it tenfold, since kT ln 10 = 0.060 eV. A low sticking coefficient therefore constrains a barrier height in this picture, but does not identify its origin.

An electron on the π* level facing empty metal states leaves at the golden-rule rate 2πV²/(sħ) = 2Γ/ħ. At the barrier this rate corresponds to a lifetime of about 0.9 fs, while a thermal molecule needs about 29 fs to move 0.1 Å. The rate is an estimate for a wide band of empty states; filled metal states and a finite band change it somewhat, but not the femtosecond scale. Single-electron exchange is fast in this model. This is not the triplet-to-singlet conversion rate: the level is still above the Fermi energy there, and conversion needs two hops. Slow conversion on the real surface is neither proved nor excluded.

**What to do about it**

1. Compare ε of the free molecule with −W of the slab, using the same functional. If ε lies lower, expect spurious charge at large separation, and do not take the absence of a barrier as evidence. An ε above −W is no guarantee either: in the model the curved surface still has no barrier for ε = −3.8 eV, where ln[1 + D/(W + ε)] exceeds R.
2. Repeat the constrained calculation with the molecule held neutral but its spin left free. If the barrier survives, the triplet constraint has not shown that spin is the cause. If it disappears, that does not prove a spin origin, because a constraint on the average charge still allows electrons to hop in and out.
3. Recompute the unconstrained surface with a method that has less charge curvature, such as a hybrid functional or an embedded correlated wavefunction. Check the affinity as well as the orbital energy.
4. To claim a spin bottleneck, calculate the conversion rate along the trajectory and compare it with the time spent near the surface. A static constrained energy contains no rate.

The numerical output below lists the main values of the model.

Calculated quantities

```
Model work function: 4.20 eV; occupied band depth: 10.00 eV
Width at 1.50 angstrom: 0.300 eV
Coupling decay: 1.50 per angstrom; repulsion ratio R: 2.50
O2 bond length: 1.21 angstrom
Small model, triplet-constrained energy: -9.8000 eV
Small model, neutral-constrained energy: -9.8000 eV
Small model, unconstrained energy: -10.0834 eV
PBE minority pi* level: -4.558 eV
PBE vertical affinity: -0.183 eV
PBE energy from level integral: 0.184 eV
PBE energy at half charge: -1.037 eV
PBE model curvature U: 9.483 eV
PBE charge at infinite distance: 0.0378 e
PBE0 minority pi* level: -3.007 eV
PBE0 vertical affinity: -0.942 eV
PBE0 energy from level integral: 0.942 eV
PBE0 energy at half charge: -0.471 eV
PBE0 model curvature U: 7.896 eV
PBE0 charge at infinite distance: 0.0000 e
PBE half-charge energy from quadratic: -1.094 eV
PBE half-charge sag below line: 1.128 eV
PBE0 half-charge sag below line: 0.942 eV
Onset logarithm, straight line: 1.188
Onset logarithm, PBE (inf = level at or below Fermi): inf
Onset logarithm, PBE0 (same convention): 2.238
Curves: z/angstrom, constrained/eV, straight/eV, PBE-bent/eV
4.00  0.0056  0.0026  -0.0103
3.00  0.0252  0.0109  -0.0286
2.00  0.1128  0.0414  -0.0747
1.50  0.2387  0.0673  -0.1183
1.20  0.3744  0.0615  -0.1623
0.90  0.5872  -0.1077  -0.2714
Straight-line barrier: 0.0703 eV
Straight-line barrier: 6.78 kJ/mol
Barrier position: 1.37 angstrom
Barrier by band diagonalization: 0.0669 eV
Charge at barrier, straight line: 0.0553 e
Charge at same place, PBE-bent: 0.1972 e
Highest PBE-bent energy on grid: -0.000763 eV
Neutral-anion crossing: 0.821 angstrom
Constrained energy at crossing: 0.661 eV
Width at barrier: 0.3646 eV
Electron lifetime facing empty states: 0.903 fs
Survival after one lifetime, diagonalization: 0.3784
Temperature: 300 K; thermal energy: 0.02585 eV
Mean normal speed of incident flux: 349.9 m/s
Time to travel 0.1 angstrom: 28.58 fs
Classical barrier transmission: 0.0660
```
